# Second Born Dirac scattering, the Dalitz phase and the McKinley-Feshbach correction, part 1

(Sections cited here and not found follow in the second part.)

## The Born amplitudes and their momentum integrals

When electrons of kinetic energy 1 MeV scatter through $60^\circ$ from a point lithium nucleus, their unscreened cross section is 0.7954 of the relativistic Rutherford value. For positrons of the same energy the fraction is 0.7630. The first Born approximation gives 0.7786 for both, because its cross section is quadratic in the potential and cannot tell attraction from repulsion. A difference that changes sign with the charge must come from an odd power of the coupling, and the lowest one available is the interference of the first and second Born amplitudes.

For a Coulomb potential the second amplitude does not exist as it stands: the integral over the intermediate momentum diverges logarithmically. Screening makes it finite. The dependence on the screening length can then be followed, and for long screening lengths it turns out to sit in a phase common to all spin amplitudes.

The units are $\hbar=c=1$, and numerical values also take the electron mass $m$ as one. The scatterer is a fixed potential energy

$$
V(r)=-\zeta\,\frac{e^{-\mu r}}{r},\qquad \zeta=Z\alpha,\qquad \mu>0 .
$$

Here $\alpha$ is the fine-structure constant and $1/\mu$ is the screening length. Positive $\zeta$ describes electrons, and $\zeta\to-\zeta$ describes positrons. Nuclear recoil, nuclear size, excitation of the target and radiation are left out. The incoming momentum is $\mathbf p$, the outgoing one $\mathbf p'$, with $|\mathbf p'|=|\mathbf p|=p$. The energy is $E=\sqrt{p^2+m^2}$ and the speed is $\beta=p/E$. With $\theta$ the scattering angle, write

$$
s=\sin\frac{\theta}{2},\qquad c=\cos\frac{\theta}{2},\qquad q=|\mathbf p'-\mathbf p|=2ps .
$$

The free Dirac Hamiltonian is $H_0=\boldsymbol\alpha\cdot\hat{\mathbf p}+\gamma^0m$. The bold $\boldsymbol\alpha$ denotes Dirac matrices, and $\gamma^0$ is the mass matrix, so that $\beta$ can be kept for the speed. These matrices anticommute with one another and square to one, hence $H_0^2=\hat{\mathbf p}^2+m^2$. The stationary equation $(E-H_0)\psi=V\psi$ is inverted with

$$
\frac{1}{E-H_0}=\frac{E+H_0}{E^2-H_0^2}=\frac{E+H_0}{p^2-\hat{\mathbf p}^2+i0}.
$$

The term $i0$ selects outgoing waves. In position space the inverse of $p^2+\nabla^2+i0$ is $-e^{ipR}/(4\pi R)$, where $R$ is the distance between source and field point. The scattering solution therefore obeys

$$
\psi(\mathbf r)=u\,e^{i\mathbf p\cdot\mathbf r}-(E+H_0)\int d^3r'\,\frac{e^{ip|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}\,V(r')\psi(\mathbf r').
$$

Far from the potential $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$, and $\mathbf p'=p\hat{\mathbf r}$. Acting on the outgoing wave, $H_0$ becomes $\boldsymbol\alpha\cdot\mathbf p'+\gamma^0m$ up to terms that fall faster than $1/r$. That matrix has eigenvalues $\pm E$, so

$$
\Lambda'=\frac{E+\boldsymbol\alpha\cdot\mathbf p'+\gamma^0m}{2E}=\sum_{\text{spins}}u'u'^\dagger
$$

projects on the positive-energy spinors, normalized to $u'^\dagger u'=1$. The matrix in front of the integral is $2E\Lambda'$. The coefficient of $u'e^{ipr}/r$ is the scattering amplitude,

$$
f=-\frac{E}{2\pi}\,u'^\dagger\int d^3r\,e^{-i\mathbf p'\cdot\mathbf r}\,V(r)\psi(\mathbf r).
$$

Incoming and outgoing particles have the same speed, so the ratio of fluxes gives $d\sigma/d\Omega=|f|^2$ for given spins.

The first Born amplitude $f_1$ follows by putting $\psi=ue^{i\mathbf p\cdot\mathbf r}$ on the right. It needs the Fourier transform of the potential. After the angular integration,

$$
\tilde V(\mathbf k)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}V(r)
=-\frac{4\pi\zeta}{k}\int_0^\infty dr\,e^{-\mu r}\sin kr
=-\frac{4\pi\zeta}{k^2+\mu^2}.
$$

The two minus signs combine, and

$$
f_1=\frac{2E\zeta}{q^2+\mu^2}\,u'^\dagger u. \tag{1}
$$

For unpolarized electrons the cross section is averaged over initial spins and summed over final ones. Let $\Lambda$ be the projector for $\mathbf p$. Then

$$
\frac12\sum|u'^\dagger u|^2=\frac12\operatorname{Tr}(\Lambda'\Lambda).
$$

Among the products that occur, nonzero traces come from the unit matrix, from $(\gamma^0)^2$, and from $\alpha_i\alpha_j$, whose trace is $4\delta_{ij}$. Hence

$$
\frac12\operatorname{Tr}(\Lambda'\Lambda)=\frac{4(E^2+\mathbf p\cdot\mathbf p'+m^2)}{8E^2}
=\frac{2E^2-2p^2s^2}{2E^2}=1-\beta^2s^2 . \tag{2}
$$

The middle step used $\mathbf p\cdot\mathbf p'=p^2(1-2s^2)$ and $m^2+p^2=E^2$. For $\mu\to0$ the squared prefactor in (1) becomes

$$
\sigma_R=\left(\frac{2E\zeta}{4p^2s^2}\right)^2=\frac{\zeta^2E^2}{4p^4s^4}. \tag{3}
$$

This is the relativistic Rutherford cross section. The first Born result for a point Coulomb centre is $\sigma_R(1-\beta^2s^2)$, the Mott cross section at leading order. The factor $1-\beta^2s^2$ expresses the reduced overlap of the spinors before and after the deflection. For a massless particle it becomes $c^2$ and vanishes in the backward direction, where helicity conservation and conservation of angular momentum along the axis cannot both be met.

The second Born amplitude uses the first iteration of the integral equation. In momentum space it is

$$
f_2=-\frac{E}{2\pi}\int\frac{d^3k}{(2\pi)^3}\,
\tilde V(\mathbf p'-\mathbf k)\,
\frac{u'^\dagger(E+\boldsymbol\alpha\cdot\mathbf k+\gamma^0m)u}{p^2-k^2+i0}\,
\tilde V(\mathbf k-\mathbf p).
$$

The electron takes an intermediate momentum $\mathbf k$ that need not satisfy $k=p$. Define

$$
D=(\mathbf k-\mathbf p)^2+\mu^2,\qquad D'=(\mathbf k-\mathbf p')^2+\mu^2 .
$$

The two potentials supply $(4\pi\zeta)^2/(DD')$, and $(4\pi\zeta)^2/(2\pi)^3=2\zeta^2/\pi$. Reversing the propagator denominator, $1/(p^2-k^2+i0)=-1/(k^2-p^2-i0)$, cancels the minus sign in front. The overall factor is $(E/2\pi)(2\zeta^2/\pi)=E\zeta^2/\pi^2$.

Two integrals remain, one scalar and one vector:

$$
I=\int\frac{d^3k}{(k^2-p^2-i0)DD'},\qquad
\int\frac{d^3k\,\mathbf k}{(k^2-p^2-i0)DD'}=J\,\frac{\mathbf p+\mathbf p'}{2}.
$$

The vector can point only along $\mathbf p+\mathbf p'$. It has no component out of the scattering plane, since the integrand is symmetric under reflection in that plane. It has none along $\mathbf p-\mathbf p'$ either, since the integral is unchanged when $\mathbf p$ and $\mathbf p'$ are exchanged.

The free Dirac equation now removes $\boldsymbol\alpha$. On the right $\boldsymbol\alpha\cdot\mathbf p\,u=(E-\gamma^0m)u$, and on the left $u'^\dagger\boldsymbol\alpha\cdot\mathbf p'=u'^\dagger(E-\gamma^0m)$. Therefore

$$
u'^\dagger\,\boldsymbol\alpha\cdot\frac{\mathbf p+\mathbf p'}{2}\,u=u'^\dagger(E-\gamma^0m)u .
$$

Collecting the terms with $E$ and with $\gamma^0m$ gives

$$
f_2=\frac{E\zeta^2}{\pi^2}\,u'^\dagger\left[E(I+J)+\gamma^0m(I-J)\right]u. \tag{4}
$$

The scalar integral has three denominators. Two of them can be merged by the identity

$$
\frac1{ab}=\int_0^1\frac{dx}{[xa+(1-x)b]^2},
$$

which follows because the integrand is the derivative of $-1/\{(a-b)[xa+(1-x)b]\}$. With $a=D$ and $b=D'$,

$$
xD+(1-x)D'=k^2-2\mathbf k\cdot\mathbf P+p^2+\mu^2=(\mathbf k-\mathbf P)^2+M^2,
$$

where $\mathbf P=x\mathbf p+(1-x)\mathbf p'$ and $M^2=\mu^2+p^2-P^2$. The square of $\mathbf P$ is

$$
P^2=p^2-2x(1-x)(p^2-\mathbf p\cdot\mathbf p')=p^2-x(1-x)q^2,
$$

since $q^2=2(p^2-\mathbf p\cdot\mathbf p')$. Thus $M^2=\mu^2+x(1-x)q^2$.

The remaining momentum integral is easiest in position space. Two transforms are needed. The first is the outgoing Green function already used,

$$
\int d^3k\,\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2-p^2-i0}=2\pi^2\,\frac{e^{ipr}}{r}.
$$

The second starts from

$$
\frac1{(\mathbf k-\mathbf P)^2+M^2}=\int d^3r\,\frac{e^{-Mr}}{4\pi r}\,e^{i(\mathbf k-\mathbf P)\cdot\mathbf r}.
$$

Differentiation with respect to $M$ produces $-2M/[(\mathbf k-\mathbf P)^2+M^2]^2$ on the left and removes the factor $1/r$ on the right, with a minus sign. Hence

$$
\frac1{[(\mathbf k-\mathbf P)^2+M^2]^2}=\frac1{8\pi M}\int d^3r\,e^{-Mr}e^{i(\mathbf k-\mathbf P)\cdot\mathbf r}.
$$

Inserting this and doing the $\mathbf k$ integral first gives

$$
\int\frac{d^3k}{(k^2-p^2-i0)[(\mathbf k-\mathbf P)^2+M^2]^2}
=\frac{\pi}{4M}\int d^3r\,\frac{e^{-(M-ip)r}}{r}e^{-i\mathbf P\cdot\mathbf r}.
$$

The last integral is the transform of a Yukawa function with $M-ip$ in place of the inverse range, and it equals $4\pi/[P^2+(M-ip)^2]$. Because $P^2+M^2=p^2+\mu^2$, that denominator reduces to $\mu^2-2ipM$. The scalar integral has become one-dimensional:

$$
I=\pi^2\int_0^1\frac{dx}{M(\mu^2-2ipM)}. \tag{5}
$$

To evaluate it, centre the variable with $y=x-\tfrac12$. Then $M^2=w^2-q^2y^2$, where $w^2=\mu^2+q^2/4=\mu^2+p^2s^2$. Put $qy=w\sin\varphi$, so that $M=w\cos\varphi$ and $dx/M=d\varphi/q$. The end points are $\pm\varphi_0$, with $\sin\varphi_0=ps/w$ and $\cos\varphi_0=\mu/w$. Multiplying numerator and denominator by the complex conjugate separates the parts:

$$
I=\frac{\pi^2}{q}\int_{-\varphi_0}^{\varphi_0}d\varphi\,
\frac{\mu^2+2ipw\cos\varphi}{\mu^4+4p^2w^2\cos^2\varphi}.
$$

Define

$$
A^2=\mu^4+4p^2w^2=\mu^4+4p^2\mu^2+4p^4s^2 .
$$

In the real part set $t=\tan\varphi$. Then $d\varphi=dt/(1+t^2)$, $\cos^2\varphi=1/(1+t^2)$, and the upper limit is $ps/\mu$. This gives

$$
\int\frac{\mu^2\,dt}{A^2+\mu^4t^2}=\frac2A\arctan\frac{\mu ps}{A}.
$$

In the imaginary part set $v=2pw\sin\varphi$. The denominator is then $A^2-v^2$, the numerator is $dv$, and the upper limit is $2p^2s$. This gives

$$
\int\frac{dv}{A^2-v^2}=\frac1A\ln\frac{A+2p^2s}{A-2p^2s}.
$$

With $q=2ps$ the two pieces combine to

$$
I=\frac{\pi^2}{psA}\left[\arctan\frac{\mu ps}{A}+\frac i2\ln\frac{A+2p^2s}{A-2p^2s}\right]. \tag{6}
$$

Two simpler integrals will determine $J$. They are obtained by leaving out one denominator:

$$
K=\int\frac{d^3k}{DD'},\qquad H=\int\frac{d^3k}{(k^2-p^2-i0)D}.
$$

For $K$, write both factors as transforms of Yukawa functions, with opposite signs in the exponents. The $\mathbf k$ integral forces the two positions to coincide and supplies $(2\pi)^3$:

$$
K=\frac{\pi}{2}\int d^3r\,\frac{e^{-2\mu r}}{r^2}e^{i(\mathbf p'-\mathbf p)\cdot\mathbf r}
=\frac{2\pi^2}{q}\int_0^\infty dr\,e^{-2\mu r}\frac{\sin qr}{r}
=\frac{2\pi^2}{q}\arctan\frac q{2\mu}. \tag{7}
$$

The last step uses $\int_0^\infty dr\,e^{-ar}\sin(br)/r=\arctan(b/a)$. This follows by differentiating with respect to $b$, which gives $a/(a^2+b^2)$, and integrating from $b=0$.

For $H$, one Yukawa function is replaced by the outgoing wave:

$$
H=\frac\pi2\int d^3r\,\frac{e^{-\mu r+ipr}}{r^2}e^{-i\mathbf p\cdot\mathbf r}
=\frac{2\pi^2}{p}\int_0^\infty dr\,e^{-\mu r}\,\frac{e^{ipr}\sin pr}{r}.
$$

Since $e^{ipr}\sin pr=\tfrac12\sin2pr+\tfrac i2(1-\cos2pr)$, the real part is the integral just used. The imaginary part needs

$$
\int_0^\infty dr\,e^{-\mu r}\frac{1-\cos br}{r}=\frac12\ln\left(1+\frac{b^2}{\mu^2}\right).
$$

Its derivative with respect to $b$ is $b/(b^2+\mu^2)$ on both sides, and both sides vanish at $b=0$. With $b=2p$,

$$
H=\frac{\pi^2}{p}\left[\arctan\frac{2p}{\mu}+\frac i2\ln\left(1+\frac{4p^2}{\mu^2}\right)\right]. \tag{8}
$$

These formulas hold at finite screening. The numerical check tests $I$, $J$, $K$ and $H$ against three-dimensional quadrature of their definitions.

## The Dalitz phase and the surviving correction

An electron of momentum $p$, energy $E$ and speed $\beta=p/E$ scatters through the angle $\theta$ from $V=-\zeta e^{-\mu r}/r$, with $\zeta=Z\alpha$, $s=\sin(\theta/2)$, $c=\cos(\theta/2)$ and $q=2ps$. The first Born amplitude is $f_1=2E\zeta\,u'^\dagger u/(q^2+\mu^2)$. Its spin average is $1-\beta^2s^2$, relative to the Rutherford cross section $\sigma_R=\zeta^2E^2/(4p^4s^4)$ when $\mu\to0$. The second amplitude (4) contains the scalar integral $I$, known from (6), and the coefficient $J$ of the vector integral. The auxiliary integrals $K$ and $H$, given in (7) and (8), lack the propagator and one potential denominator respectively.

To find $J$, project the vector integral on $\mathbf p+\mathbf p'$. Since $(\mathbf p+\mathbf p')^2=2p^2(1+\cos\theta)=4p^2c^2$, the projection equals $2p^2c^2J$. Adding the two potential denominators gives

$$
D+D'=2k^2+2p^2+2\mu^2-2\mathbf k\cdot(\mathbf p+\mathbf p'),
$$

so that

$$
\mathbf k\cdot(\mathbf p+\mathbf p')=(k^2-p^2)+(2p^2+\mu^2)-\tfrac12(D+D').
$$

Each term on the right is a constant or cancels a denominator. The first cancels the propagator and leaves $K$. The second leaves $I$. The terms with $D$ and $D'$ each leave $H/2$, because $H$ depends on the length of the external momentum and not on its direction. Hence

$$
2p^2c^2J=K+(2p^2+\mu^2)I-H. \tag{9}
$$

Now let the screening length grow at fixed angle, so that $\mu\ll ps$. In (6), $A\to2p^2s$ and the arctangent vanishes. The logarithm needs care, because $A-2p^2s$ vanishes too. Rewriting its argument as

$$
\frac{A+2p^2s}{A-2p^2s}=\frac{(A+2p^2s)^2}{\mu^4+4p^2\mu^2}\to\frac{4p^2s^2}{\mu^2}
$$

shows that

$$
I\to\frac{i\pi^2}{2p^3s^2}\,(\ell+\ln s),\qquad \ell=\ln\frac{2p}{\mu}. \tag{10}
$$

In the same limit $K\to\pi^3/(2ps)$ and $H\to\pi^3/(2p)+i\pi^2\ell/p$. The real part of (9) gives

$$
\operatorname{Re}J\to\frac{\pi^3}{2p}\,\frac{1-s}{s}\,\frac1{2p^2c^2}
=\frac{\pi^3}{4p^3s(1+s)}, \tag{11}
$$

where $c^2=(1-s)(1+s)$. The imaginary part gives

$$
\operatorname{Im}J\to\frac{\pi^2}{2p^3c^2}\left[\frac{\ell+\ln s}{s^2}-\ell\right]
=\frac{\pi^2}{2p^3s^2}\left[\ell+\frac{\ln s}{c^2}\right], \tag{12}
$$

because $\ell/s^2-\ell=\ell c^2/s^2$.

The real and imaginary parts have different origins. Apart from the propagator, the integrands are real, and

$$
\frac1{k^2-p^2-i0}=\mathcal P\frac1{k^2-p^2}+i\pi\,\delta(k^2-p^2).
$$

The imaginary parts therefore describe two successive scatterings with an intermediate electron on the energy shell. The real parts come from the principal value, in which the intermediate momentum is off the shell.

The logarithm can be located as well. Take $\mathbf k$ on the shell at a small angle $\vartheta$ from $\mathbf p$, where $D\simeq p^2\vartheta^2+\mu^2$ and $D'\simeq q^2$. The delta function gives $\int d^3k\,\delta(k^2-p^2)=(p/2)\int d\Omega$. The contribution of this region to $\operatorname{Im}I$ is, to logarithmic accuracy,

$\pi^2\ln(p/\mu)/(pq^2)$, from the integral that opens the next part. The integrals in the second Born amplitude are now known in closed form, together with their limits for long screening lengths; it remains to show that the logarithm enters as a phase common to all spin amplitudes, and to find the correction to the cross section that survives.

Numerical values quoted here were computed with a short program.
